# Brouwer diagram of an oxide with oxygen vacancies, electrons and holes

## 1. The simplest case: vacancies and electrons

Let an oxide lose oxygen to the surrounding gas. Each oxygen atom that leaves as half an O$_2$ molecule creates a vacancy and leaves behind two electrons. If both go to the conduction band, the vacancy has charge $+2$ relative to the perfect lattice. Call the vacancy concentration $V_2$ and the electron concentration $n$. Charge neutrality requires

$$n=2V_2 .$$

Equilibrium of the reaction (oxygen on its site) $\rightleftharpoons$ (vacancy) $+\,2$ electrons $+\tfrac12$O$_2$ gives

$$V_2\,n^2=K_V P^{-1/2}, \tag{1}$$

where $P$ is the oxygen pressure divided by 1 bar and $K_V$ depends on temperature alone. Putting $V_2=n/2$ into (1) gives $n^3=2K_VP^{-1/2}$, so

$$n=(2K_V)^{1/3}P^{-1/6}. \tag{2}$$

Of the exponent $-1/6$, the factor $1/2$ comes from the two atoms in O$_2$ and the factor $1/3$ from the three charged particles made per atom removed. On logarithmic axes (2) is a straight line. A Brouwer diagram consists of such lines, one set for each pair of species that dominates neutrality.

The temperature is fixed throughout. Energies are in eV, concentrations in cm$^{-3}$ and pressures in bar, which suit this problem better than Hartree units.

## 2. Where the mass-action law comes from

**The gas.** Take $M$ oxygen sites with $m$ vacancies, in contact with $N=N_0+m/2$ gas molecules in a fixed volume. Let $a$ be the Boltzmann factor for emptying one site and $z$ the partition function of one molecule. The statistical weight is

$$W(m)=\binom{M}{m}a^m\,\frac{z^{N}}{N!}.$$

Atoms leave in pairs, so $m$ changes by 2. For large numbers,

$$\frac{W(m+2)}{W(m)}\simeq\left(\frac{M-m}{m}\right)^2a^2\,\frac{z}{N}.$$

The most probable $m$ is where this ratio equals 1:

$$\frac{m}{M-m}=a\sqrt{\frac{z}{N}} .$$

At fixed volume and temperature $P\propto N$, so the ratio of empty to filled sites varies as $P^{-1/2}$. As a test, the sum over $m$ was carried out explicitly for two gas fillings differing by a factor of four; it gave the exponent $-0.49998$.

**The electrons.** Measure the Fermi level $\mu$ from the conduction-band edge. For a parabolic band of mass $m_e$ the density of states is $g(E)=\frac{1}{2\pi^2}(2m_e/\hbar^2)^{3/2}\sqrt E$. If $\mu$ lies several $kT$ below the edge, the Fermi function reduces to $e^{(\mu-E)/kT}$. Since $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\frac{\sqrt\pi}{2}(kT)^{3/2}$,

$$n=N_c\,e^{\mu/kT},\qquad N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2}.$$

With the same mass in the valence band and a gap $E_g$, the holes obey $p=N_c\,e^{-(E_g+\mu)/kT}$. The Fermi level cancels in the product:

$$np=n_i^2,\qquad n_i=N_c\,e^{-E_g/2kT}. \tag{3}$$

**The vacancies.** Let $G$ be the free energy for taking one oxygen atom into the gas at 1 bar and placing its two electrons at the band edge. Moving these electrons to the Fermi level adds $2\mu$. With $N_O$ oxygen sites per volume, few of them empty,

$$V_2=N_O\,P^{-1/2}e^{-(G+2\mu)/kT}.$$

Multiplying by $n^2=N_c^2e^{2\mu/kT}$ removes $\mu$ and gives (1), with $K_V=N_ON_c^2e^{-G/kT}$.

A vacancy can also hold one of the electrons, bound by an energy $\varepsilon_2$. Its charge is then $+1$, and the unpaired spin provides two states:

$$V_1=2N_O\,P^{-1/2}e^{-(G-\varepsilon_2+\mu)/kT}.$$

Dividing by $V_2$ gives $V_1/V_2=2e^{(\varepsilon_2+\mu)/kT}$, or

$$\frac{V_1}{V_2}=\frac{n}{K_2},\qquad K_2=\frac{N_c}{2}e^{-\varepsilon_2/kT}. \tag{4}$$

A vacancy holding both electrons is neutral. It adds to the vacancy count but not to the charge balance.

**A model oxide.** The parameters are round numbers for an unnamed oxide: $T=1200$ K, so $kT=0.10341$ eV; $E_g=2.5$ eV; $G=5.4$ eV; $\varepsilon_2=0.2$ eV; $N_O=5\times10^{22}$ cm$^{-3}$; free-electron masses. The neutral vacancy binds its second electron by 0.1 eV. Then $N_c=2.0075\times10^{20}$ cm$^{-3}$ and

$$n_i=2.0075\times10^{20}\,e^{-2.5/0.20682}=1.13\times10^{15}\ \mathrm{cm^{-3}},$$

$$K_V=5\times10^{22}\,(2.0075\times10^{20})^2e^{-5.4/0.10341}=4.22\times10^{40}\ \mathrm{cm^{-9}},$$

while $K_2=1.45\times10^{19}$ cm$^{-3}$. At $P=10^{-20}$, equation (2) gives

$$n=(8.44\times10^{40}\times10^{10})^{1/3}=9.45\times10^{16}\ \mathrm{cm^{-3}} .$$

The full numerical solution, with Fermi-Dirac integrals, all vacancy charges and at most one vacancy per site, gives $9.46\times10^{16}$. Such a low pressure is best read as a measure of the oxygen chemical potential, which a reactive gas mixture can set.

## 3. Adding holes to the pure oxide

As $P$ rises, $n$ falls towards $n_i$ and holes can no longer be ignored. Leaving out $V_1$, neutrality becomes $p+2V_2=n$. With (1) and (3),

$$n-\frac{n_i^2}{n}=\frac{2K_VP^{-1/2}}{n^2}.$$

Set $x=n/n_i$ and multiply by $n^2/n_i^3$:

$$x^3-x=\left(\frac{P_i}{P}\right)^{1/2},\qquad P_i=\frac{(2K_V)^2}{n_i^6}. \tag{5}$$

This one equation contains both regimes. For $P\ll P_i$ the right side is large, $x^3$ dominates, and (2) returns. For $P\gg P_i$ the right side vanishes and $x\to1$, so

$$n=p=n_i,\qquad V_2=\frac{K_V}{n_i^2}P^{-1/2}.$$

The carriers now have exponent 0 and the vacancies $-1/2$. Vacancies continue to disappear, but they no longer control the electrons.

The straight lines for $n$ meet at $P_i=3.4\times10^{-9}$ bar. There $x^3-x=1$, with root $x=1.3247$, and the full solution gives the same value to these digits. The true curve runs 32% above the corner of the diagram.

**What this oxide cannot do.** Neutrality says $n-p=2V_2>0$, and including $V_1$ makes the difference $V_1+2V_2$, still positive. However high the pressure, holes never outnumber electrons in this model. A hole-dominated regime needs a negatively charged defect, which vacancies, electrons and holes do not supply. The simplest choice is a fixed concentration $A$ of acceptors, each carrying charge $-1$.

## 4. One exponent formula for all regimes

With acceptors and both charged vacancies, neutrality reads

$$p+V_1+2V_2=n+A. \tag{6}$$

It has a single solution at each pressure. Let $Q=p+V_1+2V_2-n-A$. Since $p$ and $V_1$ vary as $e^{-\mu/kT}$, $V_2$ as $e^{-2\mu/kT}$ and $n$ as $e^{\mu/kT}$,

$$\frac{dQ}{d\mu}=-\frac{n+p+V_1+4V_2}{kT}<0 .$$

In the dilute formulas $Q$ falls from $+\infty$ to $-\infty$ and crosses zero once.

Now change the pressure and stay on that solution. Write $s=d\ln n/d\ln P$. From (3), (1) and (4), $p\propto n^{-1}$, $V_2\propto P^{-1/2}n^{-2}$ and $V_1\propto P^{-1/2}n^{-1}$, so

$$\frac{dp}{d\ln P}=-sp,\quad \frac{dV_1}{d\ln P}=-\left(\tfrac12+s\right)V_1,\quad \frac{dV_2}{d\ln P}=-\left(\tfrac12+2s\right)V_2 .$$

Differentiating (6) with $A$ fixed gives

$$-sp-\left(\tfrac12+s\right)V_1-2\left(\tfrac12+2s\right)V_2-sn=0 .$$

Collecting the terms in $s$,

$$\boxed{\,s=-\frac12\,\frac{V_1+2V_2}{n+p+V_1+4V_2}\,} \tag{7}$$

The denominator exceeds the numerator, so $-\frac12<s<0$: raising the oxygen pressure lowers $n$ and raises $p$. The factor 4 is the square of the vacancy charge. One factor of 2 is the charge each vacancy contributes, and the other is its response to the Fermi level.

Each regime follows by keeping its two dominant species:

- $n=2V_2$: the fraction is $2V_2/(2V_2+4V_2)=1/3$.
- $n=V_1$: it is $V_1/(V_1+V_1)=1/2$.
- $n=p$: the numerator is negligible.
- $2V_2=A$: it is $2V_2/4V_2=1/2$.
- $V_1=A$: it is $V_1/V_1=1$.
- $p=A$: the numerator is negligible.

The exponent of $p$ is $-s$ and that of $V_2$ is $-\frac12-2s$. Hence:

| Neutrality | $n$ | $p$ | $V_2$ |
|---|---|---|---|
| $n=2V_2$ | $-1/6$ | $+1/6$ | $-1/6$ |
| $n=V_1$ | $-1/4$ | $+1/4$ | $0$ |
| $n=p$ | $0$ | $0$ | $-1/2$ |
| $2V_2=A$ | $-1/4$ | $+1/4$ | $0$ |
| $V_1=A$ | $-1/2$ | $+1/2$ | $+1/2$ |
| $p=A$ | $0$ | $0$ | $-1/2$ |

Formula (7) also holds between regimes. For the pure oxide at $10^{-8}$ bar, the concentrations in units of $10^{14}$ cm$^{-3}$ are $n=13.75$, $p=9.28$, $V_2=2.233$, with negligible $V_1$. Then

$$s=-\frac12\,\frac{4.466}{13.75+9.28+8.93}=-0.070,$$

as the numerical derivative gives. In a test from $10^{-24}$ to $10^2$ bar, with and without acceptors, the largest absolute difference between (7) and the numerical slope was $9\times10^{-5}$.

## 5. The acceptor-doped diagram

Take $A\gg n_i$ and $n\ll K_2$, so that $V_1$ is minor. Three regimes follow one another as $P$ rises.

**Low pressure.** When $n\gg A$ the acceptors do not matter, and (2) holds.

**Middle.** When both $n$ and $p$ are small compared with $A$, the vacancies compensate the acceptors. Then $V_2=A/2$ is constant, and (1) gives

$$n=\left(\frac{2K_V}{A}\right)^{1/2}P^{-1/4}. \tag{8}$$

**High pressure.** When holes compensate the acceptors, $p=A$ and $n=n_i^2/A$. From (1),

$$V_2=\frac{K_VA^2}{n_i^4}P^{-1/2}.$$

**The junctions.** Line (8) reaches $n=A$ at the first junction and $n=n_i^2/A$ at the second. Squaring (8) twice gives $P=(2K_V/A)^2/n^4$, so

$$P_1=\frac{(2K_V)^2}{A^6},\qquad P_2=\frac{(2K_V)^2A^2}{n_i^8}.$$

Line (2) also gives $n=A$ at $P_1$, so the lines join there. The carriers cross, $n=p=n_i$, at

$$P_*=\frac{(2K_V)^2}{A^2n_i^4}=\sqrt{P_1P_2},$$

the middle of the vacancy plateau on a logarithmic axis. The width of the plateau is

$$\frac{P_2}{P_1}=\left(\frac{A}{n_i}\right)^8 .$$

The eighth power has a simple origin: $n$ must fall by $(A/n_i)^2$, and it falls as the fourth root of pressure.

For $A=10^{17}$ cm$^{-3}$, $A/n_i=88.5$ and the plateau covers $8\log_{10}88.5=15.6$ decades. The junctions are $P_1=7.1\times10^{-21}$ bar and $P_2=2.7\times10^{-5}$ bar, with the crossing at $P_*=4.4\times10^{-13}$ bar. The full solution there gives $n=p=1.13\times10^{15}$ cm$^{-3}$. Below $P_*$ electrons are the more numerous carriers, above it holes.

**Rounding at the corners.** At $P_1$ holes are negligible and $2K_VP_1^{-1/2}=A^3$. Neutrality $2V_2=n+A$ becomes $A^3/n^2=n+A$. With $x=n/A$ this is

$$x^3+x^2=1,\qquad x=0.755 .$$

The full solution gives 0.756. At $P_2$ electrons are negligible. Writing $n=n_i^2/p$ in (1) gives $2V_2=2K_VP^{-1/2}p^2/n_i^4$, which at $P_2$ equals $p^2/A$. With $y=p/A$, neutrality $p+2V_2=A$ becomes

$$y+y^2=1,\qquad y=\frac{\sqrt5-1}{2}=0.618,$$

again matched by the full solution. Since $n=n_i^2/p$, the true $n$ at $P_2$ is $1/0.618=1.618$ times the line value. A scan of the doped diagram from $10^{-24}$ to $10^2$ bar found 1.618 as the largest factor between the lines and the full $n$. The lines are good for locating regimes, but not for reading concentrations near a junction.

**Reading the slopes.** At 1 bar, $p=9.95\times10^{16}$ cm$^{-3}$, close to $A$, and the slope of $n$ is $-0.003$. In the plateau at $10^{-13}$ bar the slope is $-0.247$ instead of $-0.25$. The difference comes from the free carriers in the denominator of (7): at $P_*$, where $2V_2\simeq A$ and $n=p=n_i$,

$$s=-\frac12\,\frac{A}{2n_i+2A}=-\frac{1}{4}\,\frac{1}{1+n_i/A}=-0.247 .$$

At $10^{-24}$ bar the slope is $-0.179$, steeper than $-1/6$. Here $n=4.1\times10^{17}$ cm$^{-3}$ is only four times $A$, so the acceptors still take part in neutrality. At lower pressures their share shrinks but that of $V_1$ grows, so as long as the electrons are nondegenerate this doped oxide does not quite reach $-1/6$ on the low-pressure side. It comes closest near $n=1.7\times10^{18}$ cm$^{-3}$, at about $3\times10^{-28}$ bar, where (7) with $V_1/V_2=n/K_2$ gives $-0.173$. The pure oxide at $10^{-20}$ bar, with no acceptors to disturb it, has slope $-0.1668$.

## 6. The limit of weak doping

If $A\ll n_i$, the formulas put $P_2$ below $P_1$, which means that the plateau does not exist. The carriers become intrinsic before the acceptors can matter, and the sequence is $n=2V_2$, then $n=p$, as in the pure oxide.

A small trace of the acceptors survives. At high pressure the vacancies vanish and $p-n=A$. Together with $np=n_i^2$ this gives, to first order in $A/n_i$, $p=n_i+A/2$ and $n=n_i-A/2$, hence

$$\frac pn\simeq1+\frac{A}{n_i}.$$

For $A=10^{13}$ cm$^{-3}$ the correction is $10^{13}/(1.13\times10^{15})=0.00885$; the full solution at 1 bar gives $p/n=1.0088$. Holes are now in the majority, but by less than one percent.

## 7. When the vacancy keeps one electron

Equation (4) says that $V_1$ exceeds $V_2$ once $n>K_2$. In the model oxide $K_2$ is only about 14 times smaller than $N_c$, so the condition $n\gg K_2$ would bring the electrons close to degeneracy. The regime $n=V_1$ has no clean range there.

A deeper level opens one. With $\varepsilon_2=1.9$ eV, $K_2=1.05\times10^{12}$ cm$^{-3}$, well below $n_i$. Combining (1) and (4),

$$V_1\,n=\frac{K_V}{K_2}P^{-1/2}.$$

In the pure oxide $n=V_1$ then gives

$$n=\left(\frac{K_V}{K_2}\right)^{1/2}P^{-1/4}.$$

At $10^{-11}$ bar the numerical slope is $-0.2499$. The $-1/6$ regime is absent from this pure variant: it requires $n_i\ll n\ll K_2$, and here $K_2<n_i$.

With acceptors, $V_1=A$ gives

$$n=\frac{K_V}{K_2A}P^{-1/2}.$$

For $A=10^{17}$ cm$^{-3}$ the slope at $10^{-7}$ bar is $-0.488$. The distance from $-1/2$ again reflects the minor terms in (7), mainly the free carriers, about 2% of $A$ in total.

An exponent alone therefore does not identify the defect. A slope of $-1/4$ can mean $n=V_1$ or $2V_2=A$. Changing the doping separates them: in the first case $n$ does not depend on $A$ as long as $A\ll n$, while in the second $n\propto A^{-1/2}$ by (8).

## 8. Where the diagram stops being valid

The lines assume nondegenerate carriers, $n,p\ll N_c$, and few vacancies that do not interact. Strong reduction violates these conditions, and a real oxide may decompose first. At high pressure other negative defects, such as cation vacancies or oxygen interstitials, may enter neutrality and bring their own exponents. The acceptors were taken as fully ionized; if they bind holes, $A$ is no longer constant. The diagram also holds for one temperature, because $K_V$, $K_2$ and $n_i$ all change with $T$ and move the junctions. The concentrations and slopes at further pressures are listed in the numerical output.

## Values computed for the example and the checks

```
temperature 1200 K, kT = 0.10341 eV
gap 2.5 eV, reduction free energy 5.4 eV
vacancy levels below band edge: 0.1, 0.2 eV
deep second level of variant: 1.9 eV
effective masses = 1 m_e; oxygen sites 5.0e+22 cm^-3
acceptors A = 1.0e+17 cm^-3
Nc = Nv = 2.0075e+20 cm^-3
ni = 1.1295e+15 cm^-3
Kv = 4.2198e+40 cm^-9 (P in units of 1 bar)
K2 = 1.4510e+19 cm^-3, deep variant 1.0519e+12 cm^-3
vacancy exponent from lattice-gas sum: -0.49998
pure oxide: P/bar, n, p, V1, V2 (cm^-3), slope of n
1e-20 9.460e+16 1.348e+13 3.074e+14 4.714e+16 -0.1668
1e-16 2.038e+16 6.258e+13 1.427e+13 1.015e+16 -0.1664
1e-12 4.484e+15 2.846e+14 6.486e+11 2.099e+15 -0.1595
1e-08 1.375e+15 9.281e+14 2.116e+10 2.233e+14 -0.0699
1e-04 1.133e+15 1.126e+15 2.567e+08 3.288e+12 -0.0014
1e+00 1.130e+15 1.129e+15 2.575e+06 3.307e+10 -0.0000
doped oxide: P/bar, n, p, V1, V2 (cm^-3), slope of n
1e-24 4.095e+17 3.113e+12 7.096e+15 2.512e+17 -0.1791
1e-20 7.045e+16 1.811e+13 4.128e+14 8.501e+16 -0.2074
1e-16 8.814e+15 1.447e+14 3.300e+13 5.432e+16 -0.2401
1e-13 1.627e+15 7.842e+14 5.653e+12 5.042e+16 -0.2471
1e-08 9.842e+13 1.296e+16 2.955e+11 4.357e+16 -0.2326
1e-04 1.756e+13 7.265e+16 1.656e+10 1.369e+16 -0.1074
1e+00 1.282e+13 9.950e+16 2.268e+08 2.568e+14 -0.0026
line value n, pure, 1e-20 bar: 9.450e+16 cm^-3
line value n, doped, 1e-13 bar: 1.634e+15 cm^-3
line value V2, doped, 1 bar: 2.593e+14 cm^-3
pure junction Pi = 3.430e-09 bar
n/ni at Pi: full 1.3247, cubic root 1.3247
doped junction P1 = 7.123e-21 bar
n/A at P1: full 0.7556, cubic root 0.7549
doped junction P2 = 2.688e-05 bar
p/A at P2: full 0.6181, quadratic root 0.6180
carrier crossing P* = 4.376e-13 bar
n, p at P*: 1.1295e+15, 1.1295e+15 cm^-3
A/ni = 88.53, plateau 15.58 decades
largest line error factor in n: 1.6177
largest error of slope formula: 9.2e-05
deep variant, pure, 1e-11 bar: slope -0.2499
deep variant, doped, 1e-7 bar: slope -0.4881
weak doping 1e+13 cm^-3, 1 bar: p/n = 1.0088
```
